# Mott's hydrogenic criterion in a doped molecular film: limits and corrections

## 1. One dopant in a continuous medium

Take a single ionized dopant and the one carrier it has released, in a medium with relative permittivity $\varepsilon$. The carrier has mass $m$ and a parabolic band. Apart from the factor $\varepsilon$, this is the hydrogen atom.

Lengths are in nm and energies in eV. Write $K=e^2/(4\pi\varepsilon_0)=1.44$ eV nm and $T_0=\hbar^2/(2m)$, which is $0.0381$ eV nm² for the free-electron mass. Carrier energy is counted so that binding lowers it, for electrons and holes alike. With $\psi=u(r)/(r\sqrt{4\pi})$, the spherically symmetric states obey

$$-T_0u''-\frac{K}{\varepsilon r}u=Eu .$$

Try $u=re^{-r/a^*}$. Then $u''=(r/a^{*2}-2/a^*)e^{-r/a^*}$, and the equation becomes

$$-\frac{T_0}{a^{*2}}\,r+\frac{2T_0}{a^*}-\frac K\varepsilon=E\,r .$$

The constant terms must cancel, and so must the terms in $r$:

$$a^*=\frac{2T_0\varepsilon}{K},\qquad E_b=-E=\frac{T_0}{a^{*2}}=\frac{K}{2\varepsilon a^*} .$$

The last form uses $T_0=Ka^*/(2\varepsilon)$. For $\varepsilon=3.5$ and the free-electron mass,

$$a^*=\frac{2(0.0381)(3.5)}{1.44}=0.185\ \text{nm},\qquad E_b=\frac{1.44}{2(3.5)(0.1852)}=1.11\ \text{eV}.$$

Mott's criterion says that the carriers cease to be bound when the dopant density $n$ reaches $n_c^{1/3}a^*=0.25$. Hence

$$n_c=\left(\frac{0.25}{0.1852\ \text{nm}}\right)^3=2.46\ \text{nm}^{-3}\approx2.5\times10^{21}\ \text{cm}^{-3}.$$

The arithmetic is sound. Whether the number means anything for a molecular film depends on two questions: where the factor $0.25$ comes from, and whether the orbit of radius $a^*$ can exist among molecules. Each can be treated by taking a limit and finding its first correction.

## 2. The factor 0.25: cold carriers

Suppose that the carriers are already free, one per dopant, and ask whether they screen a dopant well enough to prevent binding. Assume one isotropic band with spin degeneracy two.

Let $W(r)$ be the potential energy of a carrier near one dopant. In equilibrium the chemical potential is uniform, so the local kinetic part is $\mu-W$. For weak, slowly varying $W$ the density changes by $\delta n=-(dn/d\mu)W$. The dopant attracts carriers and the extra carriers repel them, so Poisson's equation is

$$\nabla^2W=\frac{4\pi K}{\varepsilon}\left[\delta(\mathbf r)-\delta n\right]
=\frac{4\pi K}{\varepsilon}\delta(\mathbf r)+\kappa^2W,\qquad
\kappa^2=\frac{4\pi K}{\varepsilon}\frac{dn}{d\mu}.$$

Away from the origin $(rW)''=\kappa^2(rW)$. The decaying solution with the correct point charge is $W=-(K/\varepsilon r)e^{-\kappa r}$. The screening cloud holds one carrier, as it must:

$$\int\delta n\,d^3r=\frac{dn}{d\mu}\frac K\varepsilon\,4\pi\int_0^\infty re^{-\kappa r}dr=\frac{4\pi K}{\varepsilon\kappa^2}\frac{dn}{d\mu}=1 .$$

**Leading order, zero temperature.** Filling plane waves up to $k_F$ gives $n=k_F^3/(3\pi^2)$ and $\mu=T_0k_F^2$. Therefore

$$\frac{dn}{d\mu}=\frac{k_F^2/\pi^2}{2T_0k_F}=\frac{k_F}{2\pi^2T_0},\qquad
\kappa^2=\frac{2Kk_F}{\pi\varepsilon T_0}=\frac{4k_F}{\pi a^*},$$

because $K/(\varepsilon T_0)=2/a^*$. A simple threshold is a screening length equal to the orbit radius, $\kappa a^*=1$. Then $k_Fa^*=\pi/4$, and

$$n^{1/3}a^*=\frac{\pi}{4(3\pi^2)^{1/3}}=\frac14\left(\frac\pi3\right)^{1/3}=0.254 .$$

This is Mott's factor. It corresponds to $2.58\times10^{21}$ cm⁻³. At that density an explicit count of plane waves in a periodic box gives a screening length of $0.1853$ nm, against $a^*=0.1852$ nm.

**First correction in temperature.** Let $\theta=k_BT$ and $\tau=\theta/E_F$, where $E_F=T_0k_F^2$. The density of states is $g(E)=C\sqrt E$, and $f$ is the Fermi function. With $G(E)=\int_0^Eg\,dE'$, integration by parts gives

$$n=\int_0^\infty gf\,dE=\int_0^\infty G(E)\left(-\frac{df}{dE}\right)dE .$$

The factor $-df/dE$ is a peak of unit area, symmetric about $\mu$, with tails at $E<0$ that are exponentially small for $\tau\ll1$. Expand $G$ to second order about $\mu$. The linear term vanishes by symmetry, and the second moment of the peak is

$$\theta^2\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx=4\theta^2\int_0^\infty\frac{x\,dx}{e^x+1}=\frac{\pi^2\theta^2}{3},$$

where the remaining integral is $\pi^2/12$. Thus

$$n=C\left[\frac23\mu^{3/2}+\frac{\pi^2\theta^2}{12}\mu^{-1/2}\right]+\dots$$

At fixed density this equals $\frac23CE_F^{3/2}$. Put $\mu=E_F(1+\delta)$ and divide by $\frac23CE_F^{3/2}$. To first order in $\tau^2$ this gives $\frac32\delta+\pi^2\tau^2/8=0$, so $\delta=-\pi^2\tau^2/12$. Differentiating $n$ with respect to $\mu$ and inserting this $\mu$,

$$\frac{dn}{d\mu}=C\left[\mu^{1/2}-\frac{\pi^2\theta^2}{24}\mu^{-3/2}\right]
=C\sqrt{E_F}\left[1-\frac{\pi^2\tau^2}{24}-\frac{\pi^2\tau^2}{24}\right].$$

The first loss comes from the fall of $\mu$, the second from thermal smearing. Together they give

$$\kappa^2=\frac{4k_F}{\pi a^*}\left[1-\frac{\pi^2\tau^2}{12}+O(\tau^4)\right].$$

To keep $\kappa a^*=1$, the factor $k_F\propto n^{1/3}$ must rise by the relative amount $\pi^2\tau^2/12$, and the threshold density by three times as much, $\pi^2\tau^2/4$.

At $n_c$ the free-carrier Fermi energy is $0.664$ eV. At 300 K, $\theta=0.0259$ eV and $\tau=0.039$. The loss of $\kappa^2$ is $0.13\%$, which a direct evaluation of the Fermi integrals confirms, and the threshold rises by about $0.4\%$. Within this free-carrier model, room temperature is unimportant at this density.

**A stricter threshold.** Equating two lengths does not prove that binding has ended. The last bound state disappears when its energy reaches zero. In the variable $x=\kappa r$ the zero-energy equation is

$$\frac{d^2u}{dx^2}=-g\frac{e^{-x}}{x}u,\qquad u(0)=0,\qquad g=\frac{2}{\kappa a^*}.$$

Outside the well a weakly bound state decays as $e^{-\beta x}$. Its logarithmic slope $-\beta$ tends to zero at threshold, so the condition is $u'(\infty)=0$. Numerical solution gives $\kappa a^*=1.19$. Since $k_Fa^*=\frac\pi4(\kappa a^*)^2$,

$$n^{1/3}a^*=\frac{\pi(1.1906)^2}{4(3\pi^2)^{1/3}}=0.360,\qquad n=7.3\times10^{21}\ \text{cm}^{-3}.$$

The density is three times $n_c$, because the factor enters cubed. The factor $0.25$ is therefore a convention of the right order. Linear screening is itself strained here: at $\kappa a^*=1$ the wavelength $2\pi/k_F=8a^*$ is longer than the screening length, so $W$ does not vary slowly for the carriers.

## 3. Is there room for the dopants?

Consider a zinc-phthalocyanine-like film doped with F4-TCNQ-like molecules. Rough molecular volumes are $v_h=0.6$ nm³ for the host and $v_d=0.3$ nm³ for the dopant. If volumes add, the host density $n_h$ follows from $nv_d+n_hv_h=1$. At $n=n_c$,

$$nv_d=2.459\times0.3=0.738,\qquad n_h=\frac{1-0.738}{0.6}=0.437\ \text{nm}^{-3},\qquad \frac{n}{n_h}=5.6 .$$

Dopants fill 74% of the film and outnumber host molecules by more than five to one. The material is no longer a lightly perturbed host whose permittivity and mass can be taken over unchanged. For comparison, a film in which one molecule in ten is a dopant has

$$n=\frac{0.1}{0.9(0.6)+0.1(0.3)}=0.175\ \text{nm}^{-3}=1.75\times10^{20}\ \text{cm}^{-3},$$

which is 14 times below $n_c$.

The orbit has a similar difficulty. The fraction of 1s charge within radius $R$ is, with $s=2r/a^*$ and $x=2R/a^*$,

$$P(R)=\frac{4}{a^{*3}}\int_0^Rr^2e^{-2r/a^*}dr=\frac12\int_0^xs^2e^{-s}ds=1-e^{-x}\left(1+x+\frac{x^2}{2}\right).$$

A sphere with the dopant's volume has $R=0.415$ nm, so $x=4.48$ and $P=0.82$. A sphere is a crude stand-in for a flat molecule, so the figure is rough. It indicates that most of the supposed host carrier sits inside the dopant, where there are no host orbitals to carry it.

## 4. The wide-orbit limit and its first correction

A parabolic band is the long-wavelength limit of a lattice. Place the molecules on a cubic lattice of spacing $d=v_h^{1/3}=0.843$ nm, with transfer energy $-J$ between nearest neighbours. The band is

$$E(\mathbf k)=-2J\sum_{i=x,y,z}\cos k_id
=-6J+Jd^2k^2-\frac{Jd^4}{12}\sum_ik_i^4+\dots$$

It runs from $-6J$ to $6J$. Matching the quadratic term to $T_0k^2$ gives $J=T_0/d^2$. For the free-electron mass,

$$J=\frac{0.0381}{0.8434^2}=0.0536\ \text{eV},\qquad 12J=0.643\ \text{eV}.$$

The hydrogenic binding energy of $1.11$ eV exceeds the whole bandwidth. In the 1s state the mean kinetic energy, $T_0\langle k^2\rangle=T_0/a^{*2}$, has this same value, whereas no state of the band lies more than $12J$ above its bottom. The parabola therefore cannot describe the kinetic energy of so small an orbit. It fails for the free carriers of Section 2 as well: their Fermi energy at $n_c$, $0.664$ eV, also exceeds $12J$, and the $5.6$ carriers per host molecule found in Section 3 exceed the two that one band can hold.

The first correction shows how the limit fails. Treat the quartic term as a perturbation of the 1s state, keeping the Coulomb potential continuous. From the wave equation, $\nabla^2\psi=[1/a^{*2}-2/(a^*r)]\psi$. With $\langle1/r\rangle=1/a^*$ and $\langle1/r^2\rangle=2/a^{*2}$,

$$\langle k^4\rangle=\int|\nabla^2\psi|^2d^3r=\frac{1}{a^{*4}}(1-4+8)=\frac{5}{a^{*4}} .$$

For a spherical state, the average of $k_i^4/k^4$ over directions is $1/5$ for each axis, so $\sum_i\langle k_i^4\rangle=\frac35\langle k^4\rangle=3/a^{*4}$. The energy shift is $-(T_0d^2/12)(3/a^{*4})$, and relative to $T_0/a^{*2}$ the binding becomes

$$E_b=\frac{T_0}{a^{*2}}\left[1+\frac14\left(\frac{d}{a^*}\right)^2+\dots\right]\qquad(d\ll a^*).$$

The sign is positive because the lattice band rises less steeply than the parabola, so localization costs less kinetic energy. Sampling the Coulomb potential at lattice points brings a further error of the same order, which this coefficient leaves out, so the formula gives the effect of the band shape alone.

In the film $d/a^*=4.55$, and the "correction" is $5.2$ times the leading term. The expansion has no use there, and its large positive value must not be read as a stronger binding. On a fine lattice, with spacing $a^*/3$ and a dopant site that the carrier may enter, carrying the Coulomb energy averaged over its cubic cell, diagonalization gives $1.12$ eV. With this on-site value the sampling error nearly cancels the band-shape term. The figure depends on that choice: an on-site energy equal to the nearest-neighbour one gives $1.04$ eV. If the dopant site is blocked, the binding is $0.85$ eV at spacing $a^*/3$ and $0.95$ eV at $a^*/6$, so the deficit shrinks only about in proportion to the spacing. In each case the binding moves toward the hydrogenic value as the spacing decreases.

## 5. The opposite limit: a carrier beside the dopant

Now let the dopant occupy one lattice site that the carrier cannot enter. The deepest Coulomb energy available is at a neighbouring site:

$$V=\frac{K}{\varepsilon d}=\frac{1.44}{3.5(0.8434)}=0.488\ \text{eV}.$$

In any state the hopping energy is at least $-6J$ and the Coulomb energy at least $-V$. Hence $E\ge-6J-V$. Binding is measured from the free band edge, $E_b=-6J-E$, so $E_b\le V$. The hydrogenic value of $1.11$ eV is more than twice this upper bound.

The natural small parameter is $J/V$, which is again a ratio of lengths:

$$\frac JV=\frac{T_0}{d^2}\frac{\varepsilon d}{K}=\frac{a^*}{2d}.$$

At $J=0$ the carrier sits on one of the six nearest sites, with $E=-V$ and $E_b=V$. At first order in $J$ the bound level does not move, since no two of these six sites are nearest neighbours of each other. The free band edge does move, to $-6J$. The first correction therefore lowers the binding:

$$E_b=V-6J+O(J^2/V)=V\left[1-\frac{3a^*}{d}+\dots\right]\qquad(a^*\ll d).$$

A free carrier gains energy by spreading, and a bound one gives up that gain. Numerically, $0.488-6(0.0536)=0.166$ eV.

The next term tells whether this can be trusted. Second-order hopping connects the six sites with negative amplitudes, so the lowest combination is the symmetric one, with amplitude $1/\sqrt6$ on each site. It couples to two groups of sites:

- Twelve sites at distance $\sqrt2d$, each reached from two of the six. The summed squared coupling is $12(2J/\sqrt6)^2=8J^2$, and the energy gap is $V(1-1/\sqrt2)$.
- Six sites at distance $2d$, each reached from one. The summed squared coupling is $6(J/\sqrt6)^2=J^2$, and the gap is $V/2$.

The level falls by the sum of squared coupling over gap, which adds to the binding

$$\frac{8J^2}{V(1-1/\sqrt2)}+\frac{2J^2}{V}=29.3\frac{J^2}{V}=0.172\ \text{eV}.$$

The total is then $0.339$ eV. Diagonalization of the same lattice gives $0.299$ eV, so the second-order sum is 13% too high relative to that. The terms $0.488$, $-0.321$ and $0.172$ eV fall off slowly, and for the first group the ratio of coupling to gap is $\sqrt8J/(0.293V)\approx1.06$. The closeness of the sum is therefore no sign of convergence. The limit gives the correct picture, a carrier on molecules around the dopant, and the diagonalization supplies the number.

The mean distance of the carrier from the dopant is $1.09$ nm on the lattice, against $\frac32a^*=0.278$ nm for the hydrogenic state. The permittivity, the mass at the band edge and the dopant charge are the same in both calculations. What differs is that the carrier lives on discrete molecules and is kept off the dopant. The orbit is enlarged because the deep attraction at the dopant is lost: a carrier that cannot enter the dopant's site is at least $d=0.843$ nm away from it. If that site is opened, the mean distance depends on its energy: $1.03$ nm for zero, $0.74$ nm for $-V$, and $0.03$ nm for the Coulomb energy averaged over the cell, $-2.38V$.

## 6. What happens to the threshold

Mott's rule contains the cube of a length, so the error in the orbit matters greatly. As an illustration, define an effective radius as two thirds of the mean radius, which returns $a^*$ for a 1s state. The lattice state gives $0.726$ nm, and the same rule gives

$$n=\left(\frac{0.25}{0.726\ \text{nm}}\right)^3=0.041\ \text{nm}^{-3}=4.1\times10^{19}\ \text{cm}^{-3}.$$

This is 60 times below $n_c$. It also lies below the density at 10 mol% doping, whereas $n_c$ lies well above it, so with this choice of radius the verdict on such a film is reversed. The lower number is no better founded as a prediction, because the factor $0.25$ was derived for a parabolic band, a hydrogenic orbit and cold carriers. At this lower density the free-carrier Fermi energy is only $0.043$ eV, so $\tau\approx0.6$ at 300 K and the carriers are no longer cold. The ratio of 60, and the reversal itself, also depend on how the effective radius is defined. The length $\sqrt{T_0/E_b}$, which likewise returns $a^*$ for a 1s state, is $0.357$ nm for the lattice binding of $0.299$ eV. It gives $0.34$ nm⁻³, only 7 times below $n_c$ and above the density at 10 mol%. The comparison shows that the criterion does not decide the question here.

The inputs add their own uncertainty, since $n_c\propto(m/\varepsilon)^3$. With the mass fixed, $\varepsilon=3$ gives $3.9\times10^{21}$ cm⁻³ and $\varepsilon=4$ gives $1.65\times10^{21}$ cm⁻³. Doubling the mass at $\varepsilon=3.5$ gives $2.0\times10^{22}$ cm⁻³. A deeper problem is that a macroscopic permittivity describes polarization averaged over many molecules, while the hydrogenic orbit is smaller than one. Removing the dielectric screening altogether, $\varepsilon=1$, would raise the result to about $10^{23}$ cm⁻³. That is an extreme case, not an estimate, but it shows how much rests on using $3.5$ at a distance of $0.19$ nm.

**Beside a real film.** The volumes and the permittivity are rough values for small-molecule films, and the dopant fraction of one in ten was chosen for comparison only. The free-electron mass is an assumption; the resulting $J$ of about $0.05$ eV is plausible for good molecular contact, but real transfer energies depend strongly on direction and packing. The hydrogenic orbit lets the carrier enter the dopant, which is a poor assumption here; a lattice with that site blocked moves the threshold in the illustration above by a factor of 7 or 60, depending on the radius chosen. Energetic disorder is a further concern. A rough site-energy spread of $0.1$ eV is $1.9J$, or $0.16$ of the bandwidth $12J$. That is too little to localize the whole band, but it can localize states near the band edge and in the tail below it, so carriers released from their dopants may still be trapped there. Molecular relaxation also matters. For a rough reorganization energy of $\lambda=0.2$ eV, a carrier confined to one molecule gains $\lambda/2$, and one spread with probabilities $p_i$ gains $(\lambda/2)\sum_ip_i^2\le\lambda/2$. Relaxation can thus add at most $0.1$ eV to the lattice binding of $0.30$ eV. Interaction between carriers, overlapping fields of neighbouring dopants and incomplete charge transfer are also left out.

Besides cold carriers in a single isotropic band, the derivation of the hydrogenic criterion rests on two conditions of size, which are not sufficient in a disordered or compensated material: $a^*\gg d$, so that the orbit covers many sites, and dopants that occupy a small part of the volume at threshold. For dopants no larger than the host molecules the second follows from the first, since the occupied fraction is $v_d(0.25/a^*)^3$. With $a^*/d=0.22$ and a dopant volume fraction of $0.74$, this film meets neither condition. The value $2.5\times10^{21}$ cm⁻³ is the correct output of the formula, but it does not establish where, or whether, the film becomes metallic. The numerical output below lists the values used.

## Calculated quantities

```
relative permittivity: 3.5
Mott factor: 0.25
host molecule volume: 0.6 nm^3
dopant molecule volume: 0.3 nm^3
Coulomb constant e^2/(4 pi eps0): 1.44 eV nm
hbar^2/(2 m): 0.0381 eV nm^2
scaled Bohr radius a*: 0.1852 nm
hydrogenic binding energy: 1.111 eV
radial-grid binding energy: 1.111 eV
Mott density n_c: 2.459 1e21 cm^-3
mean dopant spacing n_c^(-1/3): 0.7408 nm
factor when screening length = a*: 0.2539
density when screening length = a*: 2.575 1e21 cm^-3
screening length there, counted states: 0.1853 nm
critical kappa a*: 1.1906
factor when last bound state vanishes: 0.3599
density when last bound state vanishes: 7.336 1e21 cm^-3
ratio of that density to n_c: 2.98
film volume filled by dopants at n_c: 73.8 %
host density left at n_c: 0.437 1e21 cm^-3
dopants per host molecule at n_c: 5.63
dopant density at 10 mol%: 0.175 1e21 cm^-3
n_c over density at 10 mol%: 14
radius of sphere of dopant volume: 0.415 nm
1s charge inside that sphere: 82.5 %
lattice spacing d: 0.8434 nm
transfer energy J: 0.0536 eV
bandwidth 12J: 0.643 eV
Coulomb energy at distance d: 0.488 eV
fine-lattice control binding: 1.12 eV
molecular-lattice binding: 0.299 eV
molecular-lattice mean radius: 1.09 nm
hydrogenic mean radius: 0.278 nm
two thirds of lattice mean radius: 0.726 nm
Mott rule with that radius: 0.0408 1e21 cm^-3
n_c over that density: 60.3
n_c for permittivity 3: 3.91 1e21 cm^-3
n_c for permittivity 4: 1.65 1e21 cm^-3
n_c for permittivity 1: 105 1e21 cm^-3
n_c for twice the mass: 19.7 1e21 cm^-3
temperature: 300 K
thermal energy: 0.0259 eV
free-carrier Fermi energy at n_c: 0.664 eV
thermal loss of kappa^2: 0.13 %
site-energy spread: 0.1 eV
site-energy spread over J: 1.87
reorganization energy: 0.2 eV
largest added binding by relaxation: 0.1 eV
```
